# Spin Chern numbers with Rashba coupling from the projected spin operator

## One momentum, four states

Take a honeycomb sheet with one orbital per site and look at a single momentum, the zone corner $K$. There are four states: $A\uparrow$, $A\downarrow$, $B\uparrow$, $B\downarrow$. The Kane–Mele model has hopping $t$ between neighbours, a spin-orbit term $\lambda_{SO}$ between second neighbours, a Rashba term $\lambda_R$ between neighbours, and a potential $+\lambda_v$ on $A$ and $-\lambda_v$ on $B$, with $\lambda_v\ge 0$. Set $\hbar=1$. Let $\sigma_x,\sigma_y,\sigma_z$ act on spin.

From an $A$ site the unit vectors to the three $B$ neighbours are $(0,1)$, $(-\tfrac{\sqrt3}{2},-\tfrac12)$, $(\tfrac{\sqrt3}{2},-\tfrac12)$. At $K$ the Bloch phases of these hops are $1,\bar w,w$ with $w=e^{2\pi i/3}$.

- **Hopping.** $t(1+\bar w+w)=0$.
- **Rashba.** Each hop carries $i\lambda_R(\sigma_x d_y-\sigma_y d_x)$. The phase-weighted sums are $\sum d_y=1-\tfrac12(w+\bar w)=\tfrac32$ and $\sum d_x=\tfrac{\sqrt3}{2}(w-\bar w)=\tfrac{3i}{2}$. The $A$–$B$ block is therefore $\tfrac32 i\lambda_R(\sigma_x-i\sigma_y)=3i\lambda_R|\!\downarrow\rangle\langle\uparrow\!|$, which joins $A\downarrow$ to $B\uparrow$ and nothing else.
- **Spin-orbit.** Three sines of value $\sqrt3/2$, each with weight $2\lambda_{SO}$, give $+\Delta\sigma_z$ on $A$ and $-\Delta\sigma_z$ on $B$, with $\Delta=3\sqrt3\,\lambda_{SO}$.

So $A\uparrow$ and $B\downarrow$ stand alone at $\Delta+\lambda_v$ and $\Delta-\lambda_v$. The other two states form the block
$$\begin{pmatrix}-\Delta+\lambda_v&3i\lambda_R\\-3i\lambda_R&-\Delta-\lambda_v\end{pmatrix},\qquad E=-\Delta\pm R,\quad R=\sqrt{\lambda_v^2+9\lambda_R^2}.$$

Choose $\lambda_{SO}=0.01$, $\lambda_R=0.01$, $\lambda_v=0.02$ eV. Then $\Delta=0.05196$ eV and $R=\sqrt{0.0004+0.0009}=0.03606$ eV. The levels are $-0.08802$, $-0.01591$, $0.03196$ and $0.07196$ eV, and the lower two are filled.

Neither filled eigenstate has a definite spin: their mean values of $\sigma_z$ are $\pm\lambda_v/R=\pm0.55$. Together, however, they span the same space as $A\downarrow$ and $B\uparrow$. Diagonalising $\sigma_z$ *inside the filled space* gives $-1$ and $+1$. Sorting by energy loses the spin label; sorting by projected spin recovers it.

Now raise $\lambda_v$. The level $B\downarrow$ falls and meets the upper member of the pair when $R=2\Delta-\lambda_v$. Squaring gives $\lambda_v^2+9\lambda_R^2=4\Delta^2-4\Delta\lambda_v+\lambda_v^2$, hence
$$\lambda_{v,c}=\Delta-\frac{9\lambda_R^2}{4\Delta}\qquad(3\lambda_R<2\Delta).$$
For $\lambda_R=0.01$ eV this is $0.04763$ eV. Beyond it the filled states are $B\downarrow$, with spin $-1$, and the lower member of the pair, with spin $+\lambda_v/R$. The operator $\sigma_z$ does not connect them, because it cannot turn $B\downarrow$ into $A\downarrow$ or $B\uparrow$. The separation of projected spins at $K$ is then $1+\lambda_v/R$, or $1.936$ at $\lambda_v=0.08$ eV. The energy gap closes at the transition, while the spin separation at $K$ jumps from 2 to a value above 1.

## The integer when spin is conserved

With $\lambda_R=0$ each spin is a two-level problem $\mathbf d\cdot\boldsymbol\tau$ in sublattice space. Expanding the hopping at $K+\mathbf q$ gives the $A$–$B$ element $v(-q_x+iq_y)$, with $v=\tfrac{\sqrt3}{2}at$ and $a$ the lattice constant. So $\mathbf d=(-vq_x,-vq_y,m)$.

Define $A_j=i\langle\phi|\partial_j\phi\rangle$ and $F=\partial_1A_2-\partial_2A_1$. The upper state $(\cos\tfrac\vartheta2,\,e^{i\varphi}\sin\tfrac\vartheta2)$ has $A_\varphi=-\sin^2\tfrac\vartheta2$, so its curvature is $-\tfrac12$ per unit solid angle of $\hat{\mathbf d}$. The lower state has the opposite value, $+\tfrac12$. Hence
$$F=\frac{mv^2}{2(m^2+v^2q^2)^{3/2}},\qquad \frac1{2\pi}\int F\,d^2q=\tfrac12\,\mathrm{sgn}\,m .$$
At $K'$ the hopping is complex-conjugated, the winding reverses, and the contribution is $-\tfrac12\,\mathrm{sgn}\,m'$.

For spin up, $m=\lambda_v+\Delta$ and $m'=\lambda_v-\Delta$. If $\lambda_v<\Delta$, the two halves add to $C_\uparrow=+1$. If $\lambda_v>\Delta$, they cancel. Time reversal gives $C_\downarrow=-C_\uparrow$. The halves are a small-gap statement ($\Delta\ll t$), but the total is an integer and keeps its value while the gap is open.

## The general construction

Let a two-dimensional crystal have $2N$ filled bands, time reversal $T$ with $T^2=-1$, and filled projector $P(\mathbf k)$, with $Q=1-P$. Choose a spin axis $\mathbf n$ and set $s=\mathbf n\cdot\boldsymbol\sigma$, so $s^2=1$. Form
$$M_{ij}(\mathbf k)=\langle u_i(\mathbf k)|s|u_j(\mathbf k)\rangle,$$
and order its eigenvalues. Two gaps matter at each $\mathbf k$: the direct energy gap $E_g$, and the spin gap $D$ between eigenvalues $N$ and $N+1$ of $M$.

If both are open everywhere, the upper and lower groups of spin eigenvectors have smooth projectors $P_\pm(\mathbf k)$ and integer Chern numbers $C_\pm$. A continuous change of the Hamiltonian that keeps both gaps open changes $P_\pm$ continuously, so the integers cannot move. Since $TsT^{-1}=-s$, time reversal maps the upper group at $\mathbf k$ onto the lower group at $-\mathbf k$. This gives $C_+=-C_-$ and
$$C_s=\tfrac12(C_+-C_-)=C_+ .$$

**Parity.** The $\mathbb Z_2$ index counts, modulo 2, how often the Wilson-loop phases of the filled space cross a reference line as $k_2$ runs over half the zone. Replace the Berry connection by its part that does not mix $P_+$ and $P_-$. The interpolation between the two connections respects $T$, so the phases stay paired at both ends and the parity is unchanged. The separated phases obey $\gamma_-(k_2)=\gamma_+(-k_2)$. Over the half zone, $\sum(\gamma_+-\gamma_-)$ therefore changes by as much as $\sum\gamma_+$ does over the full zone, which is $2\pi C_+$ up to sign. The sum and the difference of two crossing counts have the same parity, so $\mathbb Z_2=C_s \bmod 2$.

The index needs only the energy gap and $T$. With those alone, $C_s$ may change, but by an even number.

## When must the spin gap be open?

Because $s^2=1$ and $P+Q=1$,
$$(PsP)^2=Ps(1-Q)sP=P-(QsP)^\dagger(QsP).$$
Each projected spin thus satisfies $s_j^2=1-\sigma_j^2$, with $\sigma_j$ a singular value of $X=QsP$. Put $Y=Q[H,s]P=H_QX-XH_P$, where $H_Q$ and $H_P$ are $H$ on the empty and filled spaces. With $\mu$ in the gap, the solution is
$$X=\int_0^\infty e^{-\tau(H_Q-\mu)}\,Y\,e^{\tau(H_P-\mu)}\,d\tau ,$$
as integrating the $\tau$-derivative of the integrand confirms. The exponentials together are bounded by $e^{-\tau E_g}$, so
$$\|QsP\|\le r,\qquad r=\max_{\mathbf k}\frac{\|[H,s]\|}{E_g}.$$

If $r<1$, no projected spin reaches zero. At a time-reversal-invariant momentum they come in pairs $\pm s_j$, so half are positive there, and by continuity half are positive everywhere. Hence $D\ge2\sqrt{1-r^2}$. This is sufficient but not necessary.

## Computing the integers

For a line bundle, the overlap of neighbouring states is $\langle\phi(\mathbf k)|\phi(\mathbf k+d\mathbf k)\rangle\approx e^{-i\mathbf A\cdot d\mathbf k}$. The phase of the product of four overlaps around a plaquette is minus the flux of $F$, so
$$C=-\frac1{2\pi}\sum_{\text{plaquettes}}\arg(\text{product of four overlaps}).$$
Arbitrary phases of the states cancel. The sum is an integer multiple of $2\pi$, because each link is traversed once in each direction. For $N>1$, replace each overlap by the determinant of the $N\times N$ overlap matrix. For the integer to be trusted, the mesh must resolve the peaks of $F$, and every plaquette flux should then be well below $\pi$ in magnitude.

A small gap concentrates $F$ within about $|m|/v$ of $K$, with $m$ the mass in $\mathbf d$. The mesh used here has $72\times72$ points with coordinates $k(u)=u-0.95\sin(6\pi u)/(6\pi)$ along each reciprocal vector, $u$ being uniform. Its smallest spacing, next to $0,\tfrac13,\tfrac23$, is about $0.06$ of the uniform one, and $K$ and $K'$ are nodes.

The algorithm is then:

1. Diagonalise $H(\mathbf k)$ on the mesh; find the minimum of $E_g$ and refine it off the mesh. If it vanishes, stop: $C_s$ is undefined.
2. Diagonalise $M(\mathbf k)$ and treat $D$ in the same way.
3. Rotate the filled states to the spin eigenvectors and sum the plaquette phases for $C_+$ and $C_-$.
4. Check $C_++C_-=0$, the largest flux, and the parity against Wilson loops.

## How far may one step?

Gaps seen open at two parameter values could still close in between. Let $\delta$ bound $\|H'-H\|$. Each level moves by at most $\delta$, so the energy gap moves by at most $2\delta$. The integral argument above, applied to $Q'P$, has spectra separated by at least $E_g-\delta$ and gives $\|Q'P\|\le\delta/(E_g-\delta)$. This norm is the sine of the largest angle $\vartheta$ between the two filled spaces.

The rotation $W$ carrying one space to the other obeys
$$\|W-1\|=2\sin\tfrac\vartheta2=\frac{\sin\vartheta}{\cos(\vartheta/2)}\le\sqrt2\,\sin\vartheta .$$
Also $\|W^\dagger sW-s\|\le2\|W-1\|$. Each projected spin moves by at most this amount, and $D$ by at most twice it:
$$|D'-D|\le\frac{4\sqrt2\,\delta}{E_g-\delta}.$$
With $x=D/(4\sqrt2)$, the spin gap survives if $\delta<E_g\,x/(1+x)$. Since $D\le2$, this is below $0.27E_g$, so the energy gap survives too. The guarantee is as good as the minima supplied to it, and those come from a numerical search.

In the model, $\delta\le|\delta\lambda_v|+3|\delta\lambda_R|$, because three Rashba hops of norm $|\delta\lambda_R|$ meet at a site. Start at $\lambda_R=\lambda_v=0$, where $E_g=2\Delta=0.1039$ eV and $D=2$. Then $x=0.354$ and the first step may be up to $0.027$ eV. The straight path to $\lambda_R=0.01$, $\lambda_v=0.02$ eV has length $0.05$ eV in this measure. It took three steps, each at most 0.9 of the bound, with $C_s=+1$ throughout.

## Reading the numbers

Take $a=4.7$ Å and $t=1.3$ eV, so $v=5.29$ eV Å. At $\lambda_v=0$:

| $\lambda_R$ (eV) | $E_g$ (eV) | $D$ | guaranteed $D$ | $C_s$ |
|---|---|---|---|---|
| 0 | 0.1039 | 2.000 | 2.000 | +1 |
| 0.005 | 0.0889 | 1.995 | 1.883 | +1 |
| 0.010 | 0.0739 | 1.978 | 1.168 | +1 |
| 0.020 | 0.0439 | 1.904 | none | +1 |
| 0.030 | 0.0139 | 1.726 | none | +1 |
| 0.040 | 0 | – | – | undefined |

At $\lambda_R=0.01$ eV, $r=6\lambda_R/E_g=0.06/0.0739=0.81$. At $0.02$ eV, $r=2.7$ and the guarantee is silent, yet the spin gap is wide open. Its minimum lies away from $K$, where $D=2$.

Beyond $\lambda_R=2\Delta/3=0.0346$ eV, the degenerate pair $A\uparrow,B\downarrow$ supplies the second and third levels at $K$. No filled space is singled out there, so the spin gap printed for that row cannot be used to define $C_s$. The same caution applies to the spin gap printed at $\lambda_{v,c}$.

At fixed $\lambda_R=0.01$ eV, $C_s$ is $+1$ for $\lambda_v=0.04$ eV and $0$ for $0.06$ eV. Bisection on $C_+$ puts the jump at $0.04758\pm0.00008$ eV, in agreement with $\lambda_{v,c}=0.04763$ eV.

Refinement off the mesh has a reason: for $\lambda_R=0.02$ eV and $\lambda_v=0$, the energy minimum lies $5\times10^{-5}$ Å$^{-1}$ from $K$ and is $2\times10^{-6}$ eV lower than at $K$. This is negligible here, but a node need not be the minimum.

At the working point $\lambda_R=0.01$, $\lambda_v=0.02$ eV, the gap is $0.0479$ eV ($0.00176$ hartree), $D=1.975$, and the largest flux is $0.10$ rad. Uniform $20\times20$ and $40\times40$ meshes that miss $K$ also give $C_+=+1$, but with fluxes of $2.5$ and $2.1$ rad, much nearer to $\pi$. Small fluxes are no proof by themselves either, since a mesh can miss a narrow peak; the gap search guards against that.

As a test of the link formula at stronger coupling, $(\lambda_{SO},\lambda_R,\lambda_v)=(0.1,0.08,0.1)$ eV, direct quadrature of the curvature gives $C_+=1.000000$ and the link phases give $+1$.

## An open energy gap is not enough

Keep the Hamiltonian at $\lambda_R=0.01$ eV, $\lambda_v=0$, and tilt the measured axis by $\theta$ from $z$ towards $x$. At $K$ the filled space is still spanned by $A\downarrow$ and $B\uparrow$. The operator $\sigma_x$ has no matrix elements there, since it flips spin without changing sublattice. So $M=\cos\theta\,\mathrm{diag}(-1,1)$ and
$$D(K)=2|\cos\theta| .$$
The computed minimum over the zone is $1.414$ at $45^\circ$, with $C_s=+1$. At $90^\circ$ it is zero and $C_s$ is undefined. At $135^\circ$ it is $1.414$ again, with $C_s=-1$. The energy gap stays at $0.0739$ eV and $\mathbb Z_2=1$ on both sides.

Rotating the spin axes of the Hamiltonian instead, with the measured axis fixed, is the same calculation. It is a path of time-reversal-symmetric insulators with constant energies that joins $C_s=+1$ to $-1$. The sign of $C_s$ thus belongs to the Hamiltonian together with a chosen axis. When $D$ closes but $E_g$ does not, one may choose another axis or fall back on the $\mathbb Z_2$ index.

## Beside a real channel

The values of $a$, $t$, the $0.1$ eV gap at $\lambda_R=\lambda_v=0$, and a buckling height $b=0.85$ Å are rough values in the regime of stanene. The resulting $v=5.29$ eV Å is $8\times10^5$ m/s, above the roughly $5\times10^5$ m/s usually quoted from first-principles bands of stanene, and the density and tunnelling figures below are sensitive to it: with $t=0.79$ eV ($4.9\times10^5$ m/s) the thermal density rises to $1.9\times10^{11}$ cm$^{-2}$ and the two tunnelling probabilities fall to about $0.004$ and $0.0025$. The Rashba value is an illustrative choice, not a material constant.

- **Gate field.** If a perpendicular field makes $\lambda_v=eFb/2$, the working point needs about $4.7$ MV/cm and the transition about $11$ MV/cm. The latter is about 1.1 times a rough oxide breakdown field of 10 MV/cm. Screening inside the sheet would raise the required applied field further.
- **Temperature.** At 300 K, $E_g/k_BT=1.9$, and the neutral sheet holds about $7\times10^{10}$ thermal electrons per cm². $C_s$ describes the filled bands; it does not promise an insulating interior at room temperature.
- **Source-drain field.** In a two-band estimate with half-gap $E_g/2$, the tunnelling exponent is $4\int_0^{E_g/2v}\sqrt{E_g^2/4-v^2\kappa^2}\,d\kappa/(eF)=\pi E_g^2/(4veF)$. Its field scale is $0.034$ MV/cm. For $0.1$ V over $100$ nm, or $0.010$ MV/cm, the probability is $e^{-3.4}\approx0.033$ for a carrier passing through $K$. This estimate leaves out the Rashba mixing of the levels; following all four bands through $K$, for a carrier that starts in the upper filled band, lowers the probability to about $0.026$.
- **Second-neighbour Rashba coupling.** Take the term $\tfrac43\lambda_{R2}\sum_{\mathbf c}\sin(\mathbf k\cdot\mathbf c)\,(\sigma_x c_y-\sigma_y c_x)/a$ on $A$ and its negative on $B$, with $\mathbf c$ running over one vector from each of the three $\pm$ pairs of second-neighbour vectors. With $\lambda_{R2}=+0.01$ eV, $D$ moves from $1.9752$ to $1.9747$ and $C_s$ stays $+1$; with $-0.01$ eV, $D$ moves to $1.9757$.

The model omits sigma bands, hybridisation with a substrate, disorder and interactions, and their effect is not sized here. For a multi-orbital description the construction is unchanged: $s$ acts on the spin of every orbital, and both gaps must be examined again. The numerical output follows.

## Table of computed values

```
Inputs: a=4.7 angstrom, t=1.3 eV, lso=0.01 eV, buckling=0.85 angstrom
Delta = 0.05196 eV; Dirac velocity hbar*v = 5.2914 eV angstrom
Strong-coupling test (lso, lr, lv) = (0.1, 0.08, 0.1) eV:
  C+ by curvature quadrature = 1.000000, by link phases = +1
Largest (spin-gap change)/(step bound) in random test = 0.0370
At K, lr=0.01, lv=0.02 eV: levels [-0.08802 -0.01591  0.03196  0.07196] eV, spins [-1.  1.]
At K, lr=0.01, lv=0.08 eV: levels [-0.1374  -0.02804  0.03348  0.13196] eV, spins [-1.      0.9363]
Gap minimum beside K, lr=0.02 eV, lv=0: lower than at K by 2.051e-06 eV (formula 2.050e-06 eV)
  distance from K = 5.00e-05 1/angstrom
Sweep 1: Rashba at lv=0; predicted closing lr = 0.03464 eV
  lr=0.000 eV: Eg=0.10392 eV, spin gap=2.0000, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.071 rad
    commutator ratio r=0.0000, guaranteed spin gap >= 2.0000
  lr=0.005 eV: Eg=0.08892 eV, spin gap=1.9946, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.071 rad
    commutator ratio r=0.3374, guaranteed spin gap >= 1.8827
  lr=0.010 eV: Eg=0.07392 eV, spin gap=1.9780, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.070 rad
    commutator ratio r=0.8117, guaranteed spin gap >= 1.1683
  lr=0.020 eV: Eg=0.04392 eV, spin gap=1.9036, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.067 rad
    commutator ratio r=2.7321: no guarantee
  lr=0.030 eV: Eg=0.01392 eV, spin gap=1.7261, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.057 rad
    commutator ratio r=12.9282: no guarantee
  lr=0.040 eV: Eg=0.00000 eV, spin gap=0.0000, Cs undefined
Sweep 2: staggered potential at lr=0.01 eV
  lv=0.00000 eV: Eg=0.07392 eV, spin gap=1.9780, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.070 rad
  lv=0.02000 eV: Eg=0.04787 eV, spin gap=1.9752, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.097 rad
  lv=0.04000 eV: Eg=0.01392 eV, spin gap=1.9607, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.232 rad
  lv=0.04763 eV: Eg=0.00000 eV, spin gap=1.9220, Cs undefined
  lv=0.06000 eV: Eg=0.02316 eV, spin gap=1.8944, C+=+0, C-=+0, Cs=+0, Z2=0, max flux=0.169 rad
  lv=0.08000 eV: Eg=0.06152 eV, spin gap=1.9363, C+=+0, C-=+0, Cs=+0, Z2=0, max flux=0.104 rad
  transition: formula 0.04763 eV, bisection on C+ 0.04758 +- 0.00008 eV
Sweep 3: measured spin axis tilted from z, lr=0.01 eV, lv=0
  tilt=  0 deg: Eg=0.07392 eV, spin gap=1.9780, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.070 rad
  tilt= 45 deg: Eg=0.07392 eV, spin gap=1.4142, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.093 rad
  tilt= 90 deg: Eg=0.07392 eV, spin gap=0.0000, Cs undefined
  tilt=135 deg: Eg=0.07392 eV, spin gap=1.4142, C+=-1, C-=+1, Cs=-1, Z2=1, max flux=0.093 rad
Working point lr=0.01, lv=0.02 eV reached in 3 safe steps, Cs=+1 throughout
  Eg = 0.04787 eV = 0.001759 hartree; spin gap = 1.9752
  uniform 20x20 mesh without K: C+=+1, max flux=2.522 rad
  uniform 40x40 mesh without K: C+=+1, max flux=2.124 rad
Neglected: second-neighbour Rashba 0.01 eV: Eg=0.04787 eV, spin gap=1.9747, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.097 rad
Neglected: 300 K, kT=0.02585 eV, Eg/kT=1.852, thermal electrons=7.121e+10 cm^-2
Neglected: tunnelling field 0.03401 MV/cm; 0.1 V over 100 nm = 0.010 MV/cm
  two-band tunnelling probability = 0.0333
Unscreened gate field: working point 4.71 MV/cm, transition 11.21 MV/cm
  transition field / rough oxide breakdown (10 MV/cm) = 1.12
```
